# The vacancy correlation factor of tracer diffusion on the face-centred cubic lattice

A tagged atom in a face-centred cubic metal can move when a vacancy arrives beside it and the two exchange places. Immediately afterwards the vacancy is still a neighbour of the atom, now on the side from which the atom came. The easiest next move is therefore the reverse of the last one, and part of the motion is undone. How much slower does the tagged atom spread than a random walker making the same number of jumps?

Let the tagged atom, or tracer, be identical to its neighbours. Vacancies are so dilute that they act one at a time, and each hops to any of its 12 neighbouring sites at the same rate $w$. The cubic lattice constant is $a$. Site coordinates are measured in units of $a/2$, so that sites have integer coordinates with an even sum. The neighbour vectors are the 12 vectors $\mathbf v$ of type $(\pm1,\pm1,0)$, with $v^2=2$; the jump length is $s=a/\sqrt2$.

After $n$ jumps $\mathbf s_i$ the tracer has moved by $\mathbf R_n=\sum_i\mathbf s_i$. Squaring gives $n$ equal diagonal terms and, for each separation $j$, $n-j$ pairs, each counted twice:
$$
\langle R_n^2\rangle=ns^2\Big[1+2\sum_{j=1}^{n-1}\Big(1-\frac jn\Big)\langle\cos\theta_j\rangle\Big],
$$
where $\theta_j$ is the angle between a jump and the $j$th jump after it. The correlation factor is $f=\lim_{n\to\infty}\langle R_n^2\rangle/(ns^2)$. A random walk has $f=1$.

Suppose the last jump was $\mathbf v=(1,1,0)$. The vacancy is now at $-\mathbf v$ relative to the tracer. This arrangement is unchanged when $x$ and $y$ are interchanged, and when $z$ changes sign. The mean next jump must share both symmetries, so it has the form $(b,b,0)$:
$$
E[\text{next jump}\,|\,\mathbf v]=c\,\mathbf v .
$$
Here $c$ is the mean cosine between consecutive jumps. If the vacancy escapes for good, the next jump is made by a fresh vacancy arriving from a random direction, which adds zero to this mean. Whichever vacancy causes a jump, it ends up directly behind the tracer, so the future depends on the past through the last jump alone. Averaging over one jump after another, starting with the latest, gives a factor $c$ each time:
$$
\langle\cos\theta_j\rangle=c^{\,j}.
$$
For $|c|<1$ the sum $\sum_j jc^j$ is finite, and the term with $j/n$ vanishes as $n\to\infty$. The geometric series leaves
$$
f=1+2\sum_{j=1}^{\infty}c^j=1+\frac{2c}{1-c}=\frac{1+c}{1-c}.
$$
A return bias means $c<0$ and hence $f<1$. The extreme case is a one-dimensional chain with a single vacancy. There the vacancy cannot get round the tracer and is certain to come back, so every jump is reversed by the next. The displacement stays bounded and $f=0$. In three dimensions escape and detours soften the bias.

To find $c$, follow the vacancy until it next exchanges with the tracer at the origin. Let $G(\mathbf r)$ be the expected number of visits to $\mathbf r$ by a free vacancy walk that starts at the origin, the start included. By symmetry $G$ has one value on all sites of a given type, written $G_{110}$ and so on. A walk from $\mathbf u=-\mathbf v$ visits the origin $G(\mathbf u)$ times on average. This equals the probability $p$ of ever arriving, times the $G_{000}$ visits expected once it has arrived, so
$$
p=\frac{G_{110}}{G_{000}} .
$$
Visits to $\mathbf r$ before the first arrival are all visits minus those made afterwards, $G(\mathbf r-\mathbf u)-p\,G(\mathbf r)$. The exchange takes place from a neighbour site $\mathbf v'$, from which the vacancy steps to the origin with probability $1/12$ while the tracer jumps by $\mathbf v'$. Hence
$$
P(\mathbf v\to\mathbf v')=\frac1{12}\Big[G(\mathbf v+\mathbf v')-\frac{G_{110}^2}{G_{000}}\Big].
$$
The first step of a walk leads to a neighbour, so $G_{000}=1+G_{110}$ and $p=1-1/G_{000}$. With $G_{000}=1.3447$ the return probability is $0.2563$. An encounter with one vacancy contains $1+p+p^2+\dots=1/(1-p)=G_{000}$ exchanges on average, about $1.34$.

The mean cosine is $c=\sum_{\mathbf v'}P(\mathbf v\to\mathbf v')\cos\theta$, with $\cos\theta=\mathbf v\cdot\mathbf v'/2$. The subtracted term is the same for all 12 directions, and their cosines add to zero, so it drops out. Since $|\mathbf v+\mathbf v'|^2=4+4\cos\theta$, the remaining terms are these:

| Angle | Directions | Type of $\mathbf v+\mathbf v'$ | $P$ for each |
|---|---|---|---|
| 180° | 1 | 000 | 0.1047 |
| 120° | 4 | 110 | 0.0214 |
| 90° | 2 | 200 | 0.0118 |
| 60° | 4 | 211 | 0.0089 |
| 0° | 1 | 220 | 0.0069 |

Multiplying by the cosines $-1,-\tfrac12,0,\tfrac12,1$ gives
$$
c=-\frac{1}{12}\big[G_{000}+2G_{110}-2G_{211}-G_{220}\big].
$$

The values of $G$ follow from the walk itself. A visit is either the start or a step from a neighbour, so
$$
G(\mathbf r)=\delta_{\mathbf r,0}+\frac1{12}\sum_{\mathbf v}G(\mathbf r-\mathbf v).
$$
A Fourier transform turns the neighbour sum into multiplication by $\lambda=\frac1{12}\sum_{\mathbf v}\cos(\mathbf k\cdot\mathbf v)$. With $\mathbf k=(x,y,z)$ and angle brackets for the average of each component over $(-\pi,\pi)$,
$$
G(\mathbf r)=\Big\langle\frac{e^{i\mathbf k\cdot\mathbf r}}{1-\lambda}\Big\rangle,
$$
$$
\lambda=\tfrac13(\cos x\cos y+\cos y\cos z+\cos z\cos x).
$$
The cube of $\mathbf k$ values holds two equivalent copies of the Brillouin zone, related by a shift $(\pi,\pi,\pi)$; the average is unaffected.

All 12 choices of $\mathbf v$ give the same $c$, so one may average over them:
$$
c=\frac1{12}\sum_{\mathbf v,\mathbf v'}\frac{\mathbf v\cdot\mathbf v'}{24}\,G(\mathbf v+\mathbf v')
=\frac1{288}\Big\langle\frac{\big(\sum_{\mathbf v}\mathbf v\,e^{i\mathbf k\cdot\mathbf v}\big)^2}{1-\lambda}\Big\rangle .
$$
For the $x$ component of the vector sum, only neighbours with $v_x=\pm1$ count, and the other nonzero coordinate lies along $y$ or $z$:
$$
\sum_{\mathbf v}v_xe^{i\mathbf k\cdot\mathbf v}=(e^{ix}-e^{-ix})(2\cos y+2\cos z)=4i\sin x(\cos y+\cos z).
$$
Its square is $-16\sin^2x(\cos y+\cos z)^2$. The three components contribute equally after averaging, and $3\times16/288=1/6$, so
$$
c=-\frac16\Big\langle\frac{\sin^2x\,(\cos y+\cos z)^2}{1-\lambda}\Big\rangle .
$$
The integrand is nowhere negative. The bias is therefore backward, whatever the numerical value of the integral.

The average over $x$ can be done in closed form. Write $1-\lambda=A-B\cos x$ with
$$
A=1-\tfrac13\cos y\cos z,\qquad B=\tfrac13(\cos y+\cos z),
$$
and let $D=\sqrt{A^2-B^2}$. First the average of $1/(A-B\cos x)$ is needed. Put $q=(A-D)/B$, which satisfies $B(1+q^2)=2qA$ and $|q|<1$ away from isolated points. Then
$$
A-B\cos x=\frac{B}{2q}(1-2q\cos x+q^2).
$$
The series $(1-q^2)/(1-2q\cos x+q^2)=1+2\sum_{m\ge1}q^m\cos mx$ has average 1. Also $D=A-Bq=B(1-q^2)/(2q)$. Together these give
$$
\Big\langle\frac1{A-B\cos x}\Big\rangle_x=\frac{2q}{B(1-q^2)}=\frac1D .
$$
Next, $B^2\sin^2x=B^2-A^2+(A-B\cos x)(A+B\cos x)$. Dividing by $A-B\cos x$ and averaging, with $\langle\cos x\rangle=0$,
$$
B^2\Big\langle\frac{\sin^2x}{A-B\cos x}\Big\rangle_x=-\frac{D^2}{D}+A=A-D .
$$
Where $B=0$ the formula is used in this multiplied form, in which both sides vanish.

Since $(\cos y+\cos z)^2=9B^2$ and $\langle A\rangle=1$,
$$
c=-\frac96\langle A-D\rangle=-\frac32\big(1-\langle D\rangle\big).
$$
The square root factorizes, because
$$
3(A-B)=4-(1+\cos y)(1+\cos z),
$$
$$
3(A+B)=4-(1-\cos y)(1-\cos z).
$$
With $1+\cos y=2\cos^2(y/2)$ and $1-\cos y=2\sin^2(y/2)$, each right-hand side is 4 times a simple bracket. Defining $S=3\langle D\rangle$,
$$
S=4\Big\langle\sqrt{\big(1-\cos^2\tfrac y2\cos^2\tfrac z2\big)\big(1-\sin^2\tfrac y2\sin^2\tfrac z2\big)}\Big\rangle,
$$
$$
c=\frac{S-3}{2},\qquad f=\frac{1+c}{1-c}=\frac{S-1}{5-S}.
$$

The integrand has conical kinks at $(0,0)$ and $(\pi,\pi)$. It is even in $y$ and $z$, and replacing $(y,z)$ by $(\pi-y,\pi-z)$ interchanges the two brackets. The average can thus be taken over the triangle $y,z>0$, $y+z<\pi$. Setting $y=\rho t$, $z=\rho(1-t)$ gives $dy\,dz=\rho\,d\rho\,dt$. Near the corner the root is then $\rho$ times a smooth function, which Gauss quadrature handles well. The result is $S=2.754640$, so that
$$
c=\frac{2.754640-3}{2}=-0.122680,\qquad f=\frac{1.754640}{2.245360}=0.78145 .
$$

The table shows where this comes from. An immediate reversal has probability $1/12=0.0833$; longer paths raise the total for exact reversal to $0.1047$. Keeping the immediate reversal alone would give $c=-1/12$ and $f=11/13=0.846$. In the full sum the exact reversals contribute $-0.1047$ to $c$ and the four directions at 120° contribute $-0.0427$. The forward directions return $+0.0179$ and $+0.0069$. The later jumps matter too: the series for $f$ runs $1$, $0.7546$, $0.7847$, $0.7810$ after zero, one, two and three terms. The second term is positive because two backward turns in a row point forward again. Of $c^2=0.0151$, two exact reversals give $0.0110$, a reversal paired with a 120° turn gives $0.0089$ and two 120° turns give $0.0018$; pairs of one backward and one forward turn take about $0.007$ back.

A separate calculation avoids the geometric series altogether. Place one vacancy in a periodic crystal of $N$ sites and solve the linear equations for the mean future displacement of the tracer from every vacancy position. These give the long-time growth of the tracer's variance, whose ratio to the uncorrelated growth is $f$. The results are $0.782214$ for $N=1372$ and $0.781548$ for $N=10976$. A linear extrapolation in $1/N$ gives $0.781452$, against $0.781451$ from the formula.

The same idea shows what happens when the tracer exchanges at a different rate $w^*$, with all other hops held at $w$. Let the vacancy be at neighbour site $\mathbf v$. By the symmetry used before, the mean future displacement of the tracer is $g\mathbf v$, with a number $g$ to be found. An exchange moves the tracer by $\mathbf v$ and puts the vacancy at $-\mathbf v$, from where the mean future displacement is $-g\mathbf v$. Exchanges therefore change the expected total at the rate
$$
w^*\big[\mathbf v-g\mathbf v-g\mathbf v\big]=w^*(1-2g)\mathbf v .
$$
This must balance the mean rate of loss through host hops, which carry the vacancy to sites where the expected future displacement is different. The host equations are linear and cubic-symmetric, so this loss is $hg\mathbf v$, where the rate $h$ depends on the host hops alone. Thus $hg=w^*(1-2g)$, or $g=w^*/(h+2w^*)$. Just after a jump $\mathbf v$ the vacancy is at $-\mathbf v$ and the sum of all later mean cosines is $-g$, so
$$
f^*=1-2g=\frac{h}{h+2w^*}.
$$
For $w^*=w$ the value $f=0.78145$ requires $h=2wf/(1-f)\approx7.15\,w$. A slow tracer, $w^*\ll h$, lets the vacancy wander off and randomize its position, and $f^*\to1$. A very fast one mostly shuttles back and forth, and $w^*f^*\to h/2$: host hops then limit its diffusion. In the 1372-site crystal, raising $w^*$ to $1.5w$ gives $f^*=0.7054$, as the formula predicts from that crystal's own $h$.

With vacancy fraction $x_v$, the tracer jumps at the total rate $\Gamma=12wx_v$. In three dimensions $\langle R^2\rangle=6D^*t$, so
$$
D^*=\frac{f\Gamma s^2}{6}=\frac{f}{6}\,(12wx_v)\,\frac{a^2}{2}=f\,a^2wx_v .
$$
If $w^*$ varies, $D^*\propto w^*f^*$, and
$$
\frac{d\ln D^*}{d\ln w^*}=1-\frac{2w^*}{h+2w^*}=f^* .
$$
For a tracer nearly identical to the host this slope is $f$. A small difference in jump rate between two isotopes thus appears in $D^*$ reduced by $f$. If the jump rate varies as the inverse square root of the tracer mass, a comparison of two isotopes gives access to $f$ without knowledge of $x_v$. In a real metal the neighbours take some part in the motion of the jumping atom, which weakens the mass dependence. The comparison then yields $f$ times a further factor, usually somewhat below 1, that must be known separately.

Electromigration adds a force $F$ on each atom, from the field and the electron wind. Let it multiply the rate of an atomic hop with displacement $d_x$ along the force by $\exp(Fd_x/2kT)$. In a uniform pure crystal this bias is the same at every site, so the vacancy's total arrival and departure rates balance and its distribution stays uniform. For small $Fa/kT$ the mean atomic drift relative to the lattice is
$$
v=x_vw\sum d_x\Big(1+\frac{Fd_x}{2kT}\Big)=x_vw\,\frac{F}{2kT}\,(2a^2)=\frac{D^*}{f}\,\frac{F}{kT}.
$$
The linear term cancels between opposite hops, and eight of the 12 hops have $d_x^2=a^2/4$. A tracer identical to the host shares this drift. No correlation factor enters, because the drift counts the displacements of all atoms and the vacancy itself walks without memory. Inserting $D^*$ alone in the Einstein relation makes the drift too small by the factor $f$.

For numbers, take a single crystal at $1200\ \mathrm K$, where $kT=0.1034\ \mathrm{eV}$, with rough values in the regime of copper: $a=0.36\ \mathrm{nm}$, vacancy formation energy $1.3\ \mathrm{eV}$ and entropy $2k$, migration energy $0.7\ \mathrm{eV}$, attempt rate $10\ \mathrm{THz}$. Then
$$
x_v=e^{2-1.3/0.1034}=2.6\times10^{-5},
$$
$$
w=10^{13}e^{-0.7/0.1034}=1.15\times10^{10}\ \mathrm{s^{-1}} .
$$
The uncorrelated product $a^2wx_v$ is $3.8\times10^{-10}\ \mathrm{cm^2/s}$, and multiplication by $0.781$ gives $D^*=3.0\times10^{-10}\ \mathrm{cm^2/s}$. In one hour the depth $\sqrt{2D^*t}$ is about $15\ \mathrm{\mu m}$.

Let a current density of $0.01\ \mathrm{MA/cm^2}$ flow through a resistivity of $8\ \mathrm{\mu\Omega\,cm}$. The field is $0.08\ \mathrm{V/cm}$. An effective charge of magnitude 5 makes the force $0.4\ \mathrm{eV/cm}$, and
$$
v=\frac{3.8\times10^{-10}\times0.4}{0.1034}\ \mathrm{cm/s}\approx53\ \mathrm{nm/h}.
$$
Using $D^*$ in place of $D^*/f$ would give $42\ \mathrm{nm/h}$.

Several omissions can be sized for the same crystal. Divacancies with a binding energy of $0.2\ \mathrm{eV}$ and a migration energy of $0.5\ \mathrm{eV}$ would carry roughly $6x_v e^{0.4/0.1034}\approx0.7\%$ of the single-vacancy transport, geometrical factors and entropies aside. This figure is fragile. Raising the binding energy and lowering the migration energy by $0.1\ \mathrm{eV}$ each makes it 5%, and an extra entropy of $2k$ on top makes it nearly 40%. Divacancies therefore cannot be ruled out in real copper at this temperature, and the part they carry has its own, smaller correlation factor. A tracer 2% heavier, with the mass law above, has $D^*$ lower by $0.8\%$. An error of $0.1\ \mathrm{eV}$ in the sum of the energies changes $D^*$ by a factor of $2.6$, far more than the correlation does. The value of $f$ is untouched by such an error as long as all hop rates remain equal.

A copper line in a chip is a different case. It works near $400\ \mathrm K$, at current densities of roughly $1\ \mathrm{MA/cm^2}$, and it has grain boundaries and interfaces, which break the assumption of a perfect lattice. Take a boundary diffusivity of $0.01\ \mathrm{cm^2/s}$ times $\exp(-0.8\ \mathrm{eV}/kT)$, a boundary width $\delta=0.5\ \mathrm{nm}$ and a boundary volume fraction $3\delta/d$ for grain size $d$; these are rough values. At $1200\ \mathrm K$ with $1\ \mathrm{mm}$ grains the boundaries add about 2% to the lattice transport. This is somewhat too high, because it counts every boundary as if it lay along the flow. At $400\ \mathrm K$ the lattice value is only $5\times10^{-27}\ \mathrm{cm^2/s}$, and with $100\ \mathrm{nm}$ grains the boundaries carry some $10^{12}$ times more. The factor $0.781$ then still describes tracer motion inside the grains, as an average over many atoms, since a single atom there rarely jumps even once in ten years. It does not describe the transport that governs the line. Boundary sites have different neighbours and unequal hop rates, and their correlation factor needs its own calculation. The numerical output below lists the values to more digits than these rough material parameters deserve.

## Calculated quantities

```
S (zone average) = 2.75463987
c, mean cosine of consecutive jumps = -0.12268007
f, correlation factor = 0.78145142
G(000), G(110) = 1.344661, 0.344661
G(200), G(211), G(220) = 0.229936, 0.195467, 0.170889
next jump at 180 deg: 1 sites, P each = 0.104693
next jump at 120 deg: 4 sites, P each = 0.021360
next jump at 90 deg: 2 sites, P each = 0.011799
next jump at 60 deg: 4 sites, P each = 0.008927
next jump at 0 deg: 1 sites, P each = 0.006879
total return probability = 0.256318
mean exchanges per encounter = 1.344661
mean cosine, 2nd and 3rd later jump = 0.015050, -0.001846
f from immediate reversal only = 0.846154
c from 3D zone sum = -0.122680
c from stopped walk in ball = -0.122671
f, periodic crystal of 1372 sites = 0.782214
f, periodic crystal of 10976 sites = 0.781548
f, periodic crystals extrapolated = 0.781452
f*, exchange rate 1.5 w, 1372 sites = 0.705401
d ln D*/d ln w*, 1372 sites = 0.782247
input: a = 0.36 nm, attempt rate = 10 THz
input: formation 1.3 eV, entropy 2.0 k, migration 0.7 eV
T = 1200 K, kT = 0.10341 eV
vacancy fraction = 2.563e-05
vacancy hop rate per direction = 1.148e+10 1/s
tracer jump rate = 3.533e+06 1/s
D* = 2.982e-10 cm2/s; without correlation 3.816e-10 cm2/s
depth sqrt(2 D* t) in 1 h = 14.65 um
input: j = 0.01 MA/cm2, resistivity 8.0 uohm cm, |Z*| = 5.0
field = 0.080 V/cm, force = 0.400 eV/cm
drift = 53.13 nm/h; if D* is misused 41.52 nm/h
input: divacancy binding 0.2 eV, migration 0.5 eV
divacancy share of transport, rough = 0.74 %
tracer 2 % heavier: D* lower by 0.77 %
energy error 0.1 eV changes D* by factor 2.63
input: boundary D0 0.01 cm2/s, 0.8 eV, width 0.5 nm
boundary/lattice transport, 1 mm grains, 1200 K = 2.20e-02
D* of lattice at 400 K = 4.73e-27 cm2/s
boundary/lattice transport, 100 nm grains, 400 K = 2.6e+12
```
